# Why one thickness series cannot separate surface and grain-boundary scattering

## Problem

A metal film of thickness $d$ carries a current along $x$; its surfaces are at $z=0$ and $z=d$. The Fermi surface is a sphere of radius $k_F$, and bulk scattering is isotropic with relaxation time $\tau$, mean free path $\lambda=v_F\tau$ and resistivity $\rho_0$. Each surface reflects a fraction $p$ of the electrons specularly and the rest diffusely. Grain boundaries are planes normal to $x$, with mean spacing $D$.

The boundaries enter through the Mayadas–Shatzkes relaxation rate

$$\frac1{\tau_b}=\frac{v_F}{D}\,\frac{r}{|n_x|},\qquad r=\frac{R}{1-R},$$

where $\mathbf n$ is the direction of motion. This rate defines the parameter $R$. Take $D=d$, $0\le p\le1$ and $0\le R<1$. SI units are used in the derivation, and nm and μΩ cm in the example.

**(a)** Show that for $d\gg\lambda$

$$\rho=\rho_0+\frac{\rho_0\lambda S}{d}+O(d^{-2}),\qquad S=\frac{3(1-p)}8+\frac{3R}{2(1-R)}.$$

**(b)** Show that data of this order fix $S$ but not $p$ and $R$. Find all pairs that share a given $S$, and any exception.

**(c)** For $k_F=13.5$ nm⁻¹, $\rho_0=1.70$ μΩ cm, $p=0.2$ and $R=0.25$, find other pairs with the same slope. How thin must the film be before they can be told apart?

## Hints

1. A specular reflection at a film surface reverses $n_z$ but keeps $n_x$, so the boundary rate of that electron does not change.
2. Solve the Boltzmann equation for one direction, and average over thickness before averaging over angle.
3. In a thick film an electron leaving one surface has forgotten it before reaching the other. Which exponential expresses this?
4. For (b), compare how $\rho(d)$ responds to a small change of $p$ and to a small change of $R$. Do the two responses differ in their dependence on $d$?
5. For (c), the first term that can distinguish the pairs is of order $1/d^2$.

## Solution

### The bulk scale

Let $F$ be the force on an electron along $x$. Write the change of the distribution as $\delta f=(-\partial f_0/\partial\varepsilon)\Phi$. In the bulk, the linearized Boltzmann equation gives $\Phi=F\tau v_x$. The density of states at the Fermi level, both spins included, is $mk_F/(\pi^2\hbar^2)$, and the angular average of $v_x^2$ is $v_F^2/3$. Hence

$$\sigma_0=e^2\tau\,\frac{v_F^2}{3}\,\frac{mk_F}{\pi^2\hbar^2}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar},\qquad
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},$$

where $mv_F=\hbar k_F$ was used. The product $\rho_0\lambda$ depends on the Fermi surface and not on $\tau$.

### What the boundary rate means

Consider one boundary that reflects a fraction $R_x$ of the electrons with a given $|n_x|$ and transmits $T_x=1-R_x$. Let $g^+$ and $g^-$ be the values of $\Phi$ for right and left movers, with subscripts $L$ and $R$ for the two sides. Then

$$g^+_R=T_xg^+_L+R_xg^-_R,\qquad g^-_L=T_xg^-_R+R_xg^+_L .$$

The first relation gives $J\equiv g^+_R-g^-_R=T_x(g^+_L-g^-_R)$. It also gives the drop

$$g^+_L-g^+_R=R_x(g^+_L-g^-_R)=J\,\frac{R_x}{1-R_x}.$$

Now take a periodic row of such planes without bulk scattering, and assume that electrons lose their phase between planes, so that intensities add and no Bloch states form. The force raises $g^+$ by $FD$ between planes, because $v_x\,d\Phi/dx=Fv_x$. In the steady state this gain equals the drop. Reversing $x$ and $F$ together leaves the problem unchanged, so by linearity the mean of $g^-$ is minus the mean of $g^+$. Since $g^+-g^-=J$ everywhere, the mean of $g^+$ is $J/2$, and

$$\overline{g^+}=\frac{FD}{2}\,\frac{1-R_x}{R_x}.$$

A relaxation time would give $F|v_x|\tau_b$. Equating the two,

$$\frac1{\tau_b}=\frac{2|v_x|}{D}\,\frac{R_x}{1-R_x}.$$

For a barrier $U\delta(x)$ and wave number $q=k_F|n_x|$, let $s$ and $t$ be the reflected and transmitted amplitudes. Continuity gives $1+s=t$. The jump in slope gives $iqt-iq(1-s)=2\gamma t$, with $\gamma=mU/\hbar^2$. Eliminating $s$ gives $t=iq/(iq-\gamma)$, so $R_x/(1-R_x)=\gamma^2/q^2=\beta^2/n_x^2$ with $\beta=\gamma/k_F$. Therefore

$$\frac1{\tau_b}=\frac{v_F}{D}\,\frac{2\beta^2}{|n_x|},\qquad r=2\beta^2=\frac{2R_n}{1-R_n},$$

where $R_n$ is the reflectance at normal incidence. The parameter $R$ is thus larger than $R_n$ for this barrier.

The model now adds this rate uniformly to the bulk rate, as if the boundaries were smeared through the metal:

$$\frac1{\tau^*}=\frac{H}{\tau},\qquad H=1+\frac{\alpha}{|n_x|},\qquad \alpha=\frac{\lambda r}{D}.$$

### The film surfaces

Inside the film, $v_z\,\partial\Phi/\partial z+H\Phi/\tau=Fv_x$. Set $\Phi=(Fv_x\tau/H)\,u(\zeta)$ with $\zeta=z/d$. For upward motion

$$\frac{du}{d\zeta}=a(1-u),\qquad a=\frac{Hd}{\lambda|n_z|},\qquad u=1-Ce^{-a\zeta}.$$

By mirror symmetry the downward solution is $u(1-\zeta)$. Diffusely reflected electrons carry no mean drift, so the condition at the lower surface is $u(0)=p\,u(1)$:

$$1-C=p(1-Ce^{-a})\quad\Rightarrow\quad C=\frac{1-p}{1-pe^{-a}}.$$

The thickness average is $\bar u=1-C(1-e^{-a})/a$. The current weights each direction by $n_x^2$, and the bulk average of $n_x^2$ is $1/3$, so

$$\frac{\sigma}{\sigma_0}=\frac3{4\pi}\int d\Omega\,\frac{n_x^2}{H}\left[1-\frac{(1-p)(1-e^{-a})}{a(1-pe^{-a})}\right].$$

This integral is called the full model below.

### Expansion for a thick film

Let $k=d/\lambda$. With $D=d$, $\alpha=r/k$ is small. Use $x$ as the polar axis and $\mu=|n_x|$. The first term in the bracket gives

$$3\int_0^1\frac{\mu^3}{\mu+\alpha}d\mu
=3\int_0^1\left[\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}\right]d\mu
=1-\frac{3\alpha}2+3\alpha^2+O(\alpha^3\ln\alpha).$$

In the second term, $a\ge k$. Replacing $(1-e^{-a})/(1-pe^{-a})$ by 1 changes it by $(1-p)e^{-a}/(1-pe^{-a})\le e^{-a}$ for $p<1$, which is exponentially small; for $p=1$ the whole term vanishes. Since $1/a=|n_z|/(Hk)$, what remains is

$$-\frac{1-p}{k}\,\frac3{4\pi}\int d\Omega\,\frac{n_x^2|n_z|}{H^2}.$$

Here $|n_z|=\sqrt{1-\mu^2}\,|\cos\varphi|$. The azimuthal integral of $|\cos\varphi|$ is 4, and the two signs of $n_x$ give a factor 2. The prefactor becomes $(3/4\pi)\cdot8=6/\pi$. Also

$$\frac{\mu^2}{H^2}=\frac{\mu^4}{(\mu+\alpha)^2}=\mu^2-2\alpha\mu+\frac{3\alpha^2\mu^2+2\alpha^3\mu}{(\mu+\alpha)^2},$$

and the last fraction lies between 0 and $3\alpha^2$, so grazing directions do no harm at this order. The substitution $\mu=\sin s$ gives

$$\int_0^1\mu^2\sqrt{1-\mu^2}\,d\mu=\frac14\int_0^{\pi/2}\sin^2 2s\,ds=\frac\pi{16},\qquad
\int_0^1\mu\sqrt{1-\mu^2}\,d\mu=\frac13 .$$

The surface term is therefore

$$-\frac{1-p}{k}\,\frac6\pi\left[\frac\pi{16}-\frac{2\alpha}3\right]
=-\frac{1-p}{k}\left[\frac38-\frac{4\alpha}\pi\right],$$

up to order $\alpha^2/k$. Inserting $\alpha=r/k$ and collecting powers,

$$\frac\sigma{\sigma_0}=1-\frac Sk+\frac B{k^2}+O(k^{-3}\ln k),\qquad B=3r^2+\frac{4(1-p)r}\pi .$$

To invert, use $1/(1-y)=1+y+y^2+\dots$ with $y=S/k-B/k^2$:

$$\frac\rho{\rho_0}=1+\frac Sk+\frac Q{k^2}+O(k^{-3}\ln k),\qquad
Q=S^2-3r^2-\frac{4(1-p)r}\pi .$$

Since $1/k=\lambda/d$, this proves (a). The two mechanisms add at first order because each acts on the undisturbed bulk distribution. Their first interference in the conductivity is the last term of $B$: boundary scattering lowers the drift that a surface can destroy, and it shortens the path over which the surface is felt. In the resistivity, the cross term of $S^2$ partly cancels this contribution.

### Why the slope does not separate them

At leading order the responses of the data are

$$\frac{\partial\rho}{\partial p}=-\frac{3\rho_0\lambda}{8d},\qquad
\frac{\partial\rho}{\partial R}=\frac{3\rho_0\lambda}{2d(1-R)^2}.$$

Their ratio is independent of $d$. More thicknesses reduce the error of the slope, but they add no second equation. A change $dR$ is cancelled by $dp=4\,dR/(1-R)^2$. At $R=0.25$ this is $dp\approx7.1\,dR$, so raising $R$ by 0.01 can be hidden by making the surfaces more specular by 0.07.

For a given $S$ the allowed pairs satisfy

$$p=1-\frac83\left(S-\frac{3r}2\right),\qquad R=\frac r{1+r}.$$

The condition $p\le1$ requires $r\le2S/3$, hence $R\le2S/(3+2S)$. The condition $p\ge0$ requires $r\ge\tfrac23(S-\tfrac38)$. If $S\le3/8$ this bound is not positive and the curve starts at $R=0$, $p=1-8S/3$. For every $S>0$ the interval of $r$ has nonzero length, so infinitely many pairs fit. The exception is $S=0$: both terms are non-negative, so both vanish, and $p=1$, $R=0$.

The slope still carries information. It sets an upper limit on $R$. It also sets a lower limit on $p$ if $S<3/8$, and a lower limit on $R$ if $S>3/8$. Reading $S$ from it requires $\rho_0\lambda$ from elsewhere; without that, the slope gives only the product $\rho_0\lambda S$.

### The example

The Fermi wave number gives $\rho_0\lambda=66.74$ μΩ cm nm, so $\lambda=66.74/1.70=39.3$ nm. With $r=0.25/0.75=1/3$,

$$S=\frac38(0.8)+\frac32\cdot\frac13=0.300+0.500=0.800,$$

and the slope is $66.74\times0.800=53.4$ μΩ cm nm. The upper limit is $R=1.6/4.6=0.348$, at $p=1$. The lower limit has $r=\tfrac23(0.425)=0.283$, so $R=0.283/1.283=0.221$, at $p=0$. One slope is thus compatible with fully diffuse and with fully specular surfaces.

| $p$ | $R$ | $R_n$ | $Q$ | $\rho$, 400 nm | $\rho$, 100 nm | $\rho$, 40 nm |
|---|---|---|---|---|---|---|
| 0 | 0.221 | 0.124 | 0.038 | 1.834 | 2.250 | 3.097 |
| 0.2 | 0.250 | 0.143 | −0.033 | 1.833 | 2.236 | 3.039 |
| 0.6 | 0.302 | 0.178 | −0.144 | 1.832 | 2.217 | 2.969 |
| 1 | 0.348 | 0.211 | −0.213 | 1.831 | 2.210 | 2.946 |

The resistivities are full-model values in μΩ cm. Relative to the $p=0$ value, the two extreme pairs differ by 0.03% at 1000 nm, 0.18% at 400 nm, 1.8% at 100 nm and 4.9% at 40 nm. The difference reaches 1% at 146 nm. Other pairs need thinner films: the reference pair differs by 1% from the $p=1$ pair just under 110 nm and from the $p=0$ pair near 70 nm, while $p=0.6$ and $p=1$ separate only below 30 nm. Some pairs never separate at this level: those with $p=0.8$ and $p=1$ differ by less than 0.5% in the full model at every thickness down to 2 nm. This answers (c) for a measurement that can resolve 1%, provided that the errors in $\rho_0$, $\rho_0\lambda$, the grain size and the model together change the predicted $\rho$ by less than that. The model error alone is of this size. For $p=1$, discrete delta barriers with the same slope $S=0.8$ give a resistivity 0.6% above the smeared value at 146 nm, 1.1% above at 100 nm and 2.7% above at 40 nm, more than half of the gap between the extreme pairs. The other pairs would shift as well. The thicknesses above therefore belong to the smeared model and are only a guide to scale for real films.

The gap comes from $Q$ and so falls as $1/d^2$ in thick films. In the full model, doubling $d/\lambda$ from 2000 to 4000 reduces it by a factor 3.99.

At 40 nm, where $k\approx1$, the leading formula gives 3.035 μΩ cm, close to the full value 3.039 for the reference pair. This does not show that the expansion is valid there: the other pairs share the same leading value, yet their full values run from 2.946 to 3.097. For the reference pair the higher-order terms nearly cancel: the $Q$ term alone would lower the leading value by 0.054 μΩ cm.

### Real films and the limits of the model

The parameters are round values in the rough regime of copper near room temperature, where the bulk resistivity is about 1.7 μΩ cm and the mean free path about 40 nm. They are not a calculation of copper. Copper lines on chips can be narrower than the mean free path, where $d\gg\lambda$ fails, and they also have side walls; the slope formula applies to wide, thick films.

The assumption $D=d$ can fail, since grain size depends on deposition and annealing. If $D=1.2\,d$ with $p$ and $R$ unchanged, the slope number falls from 0.800 to 0.717, or by 10%. An analyst who assumes $D=d$ and knows that $p=0.2$ would then find $r=\tfrac23(0.717-0.300)=0.278$, or $R=0.217$ instead of 0.250. Taking $\rho_0\lambda$ 10% too high has a similar effect: the inferred $S$ is 0.727. Curvature matters less here. A straight line through the full-model values at 400 and 1000 nm gives $S=0.799$ for the reference pair and about 0.78 for the pair with $p=1$.

Smearing the boundaries is itself questionable when $D\gg\lambda$, because each boundary then stands alone. Solving the transport problem for discrete delta barriers spaced by $10\lambda$, without film surfaces, gives a boundary coefficient 0.471 in place of $3r/2=0.500$, which is 6% lower.

The opaque limit shows why the function of $R$ changes. For $\beta\gg1$ the transmission is $T_x\approx\mu^2/\beta^2$, and the distribution on each side is nearly isotropic, with a difference $\Delta$ between the sides. The angular average of $n_x\Phi$, proportional to the current, is

$$j=\frac\Delta2\int_0^1\mu\,\frac{\mu^2}{\beta^2}\,d\mu=\frac{\Delta}{8\beta^2}.$$

In the bulk the same $j$ needs a drop $3j$ per mean free path. The barrier therefore acts like $\Delta/(3j)=8\beta^2/3$ mean free paths of metal, whereas smearing gives $3r/2=3\beta^2$. At $\beta^2=300$ the discrete solution agrees with $8\beta^2/3$ to about 0.01%; at $\beta^2=0.001$ it is 0.3% below $3\beta^2$. With discrete boundaries $3r/2$ is replaced by another function of $R$, but the slope remains one number for two unknowns.

To leading order, temperature does not help either if only the bulk scattering changes. With $\rho_0\propto T$ and $p$, $R$, $D$ and $\rho_0\lambda$ held fixed, heating from 300 to 378 K shortens $\lambda$ from 39.3 to 31.2 nm, yet for the reference pair the excess $\rho-\rho_0$ at 400 nm stays at 0.133 μΩ cm. For pairs with larger $|Q|$ it shifts slightly, through the $1/d^2$ term.

The semiclassical treatment is reasonable for the thicknesses in the table: $k_BT/E_F$ is about 0.005 at 378 K for the free-electron mass, and a 40 nm film has about 172 occupied subbands.

## Variation 1: a second series with larger grains

**Question.** A second set of films has $D=2d$ and the same $p$ and $R$. Do the two slopes suffice?

**Solution.** For $D=cd$, $\alpha=r/(ck)$, so the first-order result becomes

$$S_c=\frac{3(1-p)}8+\frac{3r}{2c}.$$

Subtraction removes the surface term: $S_1-S_2=3r/4$. The combination $2S_2-S_1=3(1-p)/8$ removes the boundary term. Slopes extrapolated from the full model at $d/\lambda=1000$ and 2000 are $S_1=0.800$ and $S_2=0.550$. They give

$$r=\frac{0.250}{0.75}=0.333,\quad R=0.250,\qquad p=1-\frac83(0.300)=0.200,$$

the values put in. The separation costs precision. If each slope number has an independent error of 0.01, the error of $p$ is $\tfrac83\sqrt{2^2+1^2}\times0.01\approx0.06$. That of $r$ is $\tfrac43\sqrt2\times0.01\approx0.019$, so that of $R$ is $(1-R)^2$ times this, about 0.011. The method fails if the treatment that enlarges the grains also changes the surfaces or the boundaries.

## Variation 2: using the curvature

**Question.** Keep $D=d$, but suppose that $Q$ is also measured. Is the pair then unique within the model?

**Solution.** On a curve of fixed $S$, $1-p=\tfrac83(S-\tfrac32r)$. Substitution gives

$$Q(r)=S^2-\frac{32}{3\pi}Sr+\left(\frac{16}\pi-3\right)r^2 .$$

Its derivative increases with $r$, because $16/\pi>3$. Its largest value is therefore at the end $r=2S/3$:

$$Q'\!\left(\frac{2S}3\right)=-\frac{32S}{3\pi}+\frac{64S}{3\pi}-4S=\left(\frac{32}{3\pi}-4\right)S\approx-0.60\,S<0 .$$

So $Q$ decreases along the whole curve, and $S$ and $Q$ together select one pair. In the example $Q$ runs from 0.038 to −0.213. The ambiguity in (b) thus belongs to the leading order, not to the ideal model as a whole. In practice this route needs films thin enough to show the curvature, and it relies on the smeared-boundary model at second order, where discrete boundaries give a different $Q$. For $p=1$, barriers several mean free paths apart simply add in series, so $\rho/\rho_0-1$ is proportional to $1/k$ up to exponentially small terms and $Q=0$, whereas smearing gives $-3r^2/4$, or −0.213 in the example.

The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
Fermi wave number: 13.5 1/nm
bulk resistivity rho0: 1.70 micro-ohm cm
rho0*lambda: 66.74 micro-ohm cm nm
mean free path lambda: 39.26 nm
reference p, R: 0.20, 0.25 (no unit)
surface part of S: 0.3000 (no unit)
boundary part of S: 0.5000 (no unit)
S: 0.8000 (no unit)
leading slope rho0*lambda*S: 53.39 micro-ohm cm nm
allowed R: 0.2208 (p=0) to 0.3478 (p=1)
equal-slope pairs: p, R, normal reflectance R_n, S, Q (no unit)
  0.00 0.2208 0.1241 0.8000 +0.0384
  0.20 0.2500 0.1429 0.8000 -0.0329
  0.60 0.3023 0.1781 0.8000 -0.1440
  1.00 0.3478 0.2105 0.8000 -0.2133
full-model rho in micro-ohm cm, same order of pairs;
then leading-order rho, and gap of extreme pairs in percent
  d=1000 nm: 1.7535 1.7533 1.7531 1.7529 | 1.7534 | 0.033 %
  d=400 nm: 1.8344 1.8333 1.8318 1.8311 | 1.8335 | 0.179 %
  d=200 nm: 1.9709 1.9669 1.9615 1.9591 | 1.9670 | 0.599 %
  d=100 nm: 2.2499 2.2356 2.2174 2.2102 | 2.2339 | 1.764 %
  d=40 nm: 3.0969 3.0388 2.9694 2.9455 | 3.0349 | 4.889 %
extreme pairs differ by 1 percent at d = 146 nm
gap ratio when d doubles (thick films): 3.992
singular-value ratio drop when d is x4: 3.974
full-model slope number, D/d=1: 0.8000 (no unit)
full-model slope number, D/d=2: 0.5500 (no unit)
recovered p, R: 0.2000, 0.2500 (no unit)
S from line through 400 and 1000 nm: 0.7988 (no unit)
S-like slope number if D/d=1.2: 0.7167 (no unit)
S inferred if rho0*lambda is taken 10% high: 0.7273
boundary coefficient, smeared: 0.5000 (no unit)
boundary coefficient, discrete barrier: 0.4706 (no unit)
discrete/weak-limit formula, beta2=0.001: 0.9969
discrete/opaque-limit formula, beta2=300: 1.0001
at 378 K: rho0 = 2.142 micro-ohm cm
at 378 K: lambda = 31.16 nm
excess rho at 400 nm, 300 K: 0.13332 micro-ohm cm
excess rho at 400 nm, 378 K: 0.13331 micro-ohm cm
Fermi energy (free mass): 6.94 eV
kB*T/E_F at 378 K: 0.00469
occupied subbands at 40 nm, kF*d/pi: 172
```
